# Surface-temperature decay of a thermal grating on an opaque half-space

## Result and setting

A short light pulse heats the surface of an opaque solid in a striped pattern. The solid fills $z>0$, and the stripes vary along $x$ with period $\Lambda$ and wavevector $q=2\pi/\Lambda$. At $t=0$ the absorbed energy per area is

$$F(x)=F_0+F_1\cos qx,\qquad 0\le F_1\le F_0 .$$

For $t>0$, the cosine amplitude of the surface temperature is

$$\boxed{T_1(0,t)=\frac{F_1}{C\sqrt{\pi\alpha t}}\,e^{-\alpha q^2t}}$$

Here $C$ is the heat capacity per volume, $k$ the thermal conductivity and $\alpha=k/C$ the diffusivity. Temperature means the rise above the initial uniform value.

The assumptions are a homogeneous solid with constant properties, Fourier's law, deposition in a layer of vanishing thickness during a vanishing time, and no heat loss through the surface. The inverse square root comes from heat flowing into the depth, the exponential from heat flowing between stripes.

## 1. The simple case: uniform heating

First set $F_1=0$, so that heat moves along $z$ alone. The heat flux is $-k\,\partial_zT$. The energy stored in a slice changes by the difference between the fluxes through its two faces, so

$$C\,\partial_tT=k\,\partial_z^2T,\qquad \partial_tT=\alpha\,\partial_z^2T .$$

The insulated surface requires $\partial_zT=0$ at $z=0$. The deposited energy fixes the initial condition:

$$\int_0^\infty T(z,0)\,dz=\frac{F_0}{C}\equiv H,$$

with all this heat next to the surface.

The boundary condition can be met by reflection. Extend the temperature to $z<0$ as an even function. An even smooth function has zero slope at $z=0$, and the diffusion equation preserves evenness. Heat $H$ placed just inside the solid acquires a mirror image $H$ just outside. When both approach the surface, the full line carries a point source of strength $2H$:

$$T(z,0)=2H\,\delta(z).$$

A Fourier component $e^{isz}$ obeys $\partial_tT_s=-\alpha s^2T_s$ and decays as $e^{-\alpha s^2t}$. Since $\delta(z)=(2\pi)^{-1}\int e^{isz}ds$,

$$T(z,t)=\frac{H}{\pi}\int_{-\infty}^{\infty}e^{-\alpha ts^2+isz}\,ds .$$

Completing the square gives

$$-\alpha ts^2+isz=-\alpha t\left(s-\frac{iz}{2\alpha t}\right)^2-\frac{z^2}{4\alpha t}.$$

The integrand is analytic and vanishes at the far ends of the strip, so the integration line may be shifted to the real axis of the bracket. The remaining Gaussian integral is $\sqrt{\pi/(\alpha t)}$, and

$$T(z,t)=\frac{H}{\sqrt{\pi\alpha t}}\,e^{-z^2/(4\alpha t)} .$$

**Limit: heat balance.** The integral of the Gaussian over $z>0$ is $\tfrac12\sqrt{4\pi\alpha t}=\sqrt{\pi\alpha t}$. The total is therefore $H$ at every time, which confirms the factor of two in the reflected source. At the surface, $T=H/\sqrt{\pi\alpha t}$. The same heat occupies a layer whose effective thickness $\sqrt{\pi\alpha t}$ grows, so the surface cools although no energy leaves the solid.

## 2. Adding the grating

With stripes, heat also flows along $x$:

$$\partial_tT=\alpha\left(\partial_x^2T+\partial_z^2T\right).$$

The equation is linear, and the initial pattern contains a constant and one cosine. Try

$$T(x,z,t)=T_0(z,t)+T_1(z,t)\cos qx .$$

Because $\partial_x^2\cos qx=-q^2\cos qx$, no other harmonic is generated. Averaging over one period isolates $T_0$; multiplying by $2\cos qx$ before averaging isolates $T_1$. Thus

$$\partial_tT_0=\alpha\,\partial_z^2T_0,\qquad
\partial_tT_1=\alpha\,\partial_z^2T_1-\alpha q^2T_1 .$$

The background is the problem of section 1. For the grating, define $\Gamma=\alpha q^2$ and write $T_1=e^{-\Gamma t}u(z,t)$. The product rule gives

$$e^{-\Gamma t}(\partial_tu-\Gamma u)
=e^{-\Gamma t}(\alpha\,\partial_z^2u-\Gamma u).$$

The terms in $\Gamma u$ cancel, leaving $\partial_tu=\alpha\,\partial_z^2u$. The factor $e^{-\Gamma t}$ is independent of $z$ and equals one at $t=0$. Hence $u$ has an insulated surface and initial heat $F_1/C$, just as in section 1 with $F_0$ replaced by $F_1$:

$$T_1(z,t)=\frac{F_1}{C\sqrt{\pi\alpha t}}
\,e^{-z^2/(4\alpha t)}\,e^{-\alpha q^2t}.$$

Setting $z=0$ proves the stated law.

**Limit: wide stripes.** As $q\to0$ at fixed $t$, the exponential tends to one and the uniform-heating law returns.

**Limit: background and contrast.** The background decays as $F_0/(C\sqrt{\pi\alpha t})$, without the exponential. Dividing the two surface amplitudes gives

$$\frac{T_1(0,t)}{T_0(0,t)}=\frac{F_1}{F_0}e^{-\alpha q^2t}.$$

The contrast is a pure exponential because depth diffusion dilutes both parts equally.

**Unequal diffusivities.** If the principal axes of conduction lie along $x$ and $z$, replace $\alpha\partial_x^2$ by $\alpha_x\partial_x^2$ and $\alpha\partial_z^2$ by $\alpha_z\partial_z^2$. The same steps give

$$T_1(0,t)=\frac{F_1}{C\sqrt{\pi\alpha_z t}}\,e^{-\alpha_xq^2t}.$$

The shape of the decay in time then yields the in-plane diffusivity. The depth diffusivity affects the absolute size. If the axes are tilted in the $xz$ plane, a term in $\partial_x\partial_z$ shifts the stripes sideways with depth, so a single cosine amplitude no longer describes the interior. The surface pattern remains a cosine, and its law keeps the same form with $\alpha_z$ replaced by $\alpha_{zz}$ and $\alpha_x$ by $\alpha_{xx}-\alpha_{xz}^2/\alpha_{zz}$, where the double subscripts label the components of the diffusivity tensor.

## 3. A second route through the surface flux

The deposited energy can instead be treated as a flux impulse $F_1\delta(t)$ entering an initially unheated solid. Let a hat denote the Laplace transform, with variable $p$. The grating equation becomes

$$\partial_z^2\hat T_1=\kappa^2\hat T_1,\qquad
\kappa=\sqrt{q^2+p/\alpha}.$$

The solution that vanishes at large depth is $\hat T_1(0,p)e^{-\kappa z}$. Its inward surface flux is $k\kappa\hat T_1(0,p)$, which must equal the transformed impulse $F_1$. Therefore

$$\hat T_1(0,p)=\frac{F_1}{k\sqrt{q^2+p/\alpha}}
=\frac{F_1}{C\sqrt\alpha}\frac1{\sqrt{p+\alpha q^2}},$$

where $k=C\alpha$ was used. The transform of $1/\sqrt{\pi t}$ is $1/\sqrt p$, and shifting $p$ by $\alpha q^2$ multiplies the time function by $e^{-\alpha q^2t}$. The boxed law follows again.

This form also admits a gas above the surface. If the gas is at rest and shares the surface temperature, it draws the flux $k_g\sqrt{q^2+p/\alpha_g}\,\hat T_1$, so the denominator becomes

$$k\sqrt{q^2+p/\alpha}+k_g\sqrt{q^2+p/\alpha_g}.$$

## 4. Reading a diffusivity from the decay

Taking the logarithm of the surface law and differentiating gives

$$-\frac{d\ln T_1}{dt}=\frac1{2t}+\alpha q^2 .$$

The first term is the rate of dilution into the depth, the second the rate of exchange between stripes. They are equal at $t_c=1/(2\alpha q^2)$. Before $t_c$ depth flow dominates; after it lateral flow does. The dilution rate fades slowly, as $1/t$.

Multiplying the temperature by $\sqrt t$ removes the dilution:

$$\ln\!\left[\sqrt t\,T_1(0,t)\right]=\text{constant}-\alpha q^2t .$$

Two delays $t_1<t_2$ then suffice. With $R=T_1(0,t_1)/T_1(0,t_2)$,

$$\ln R=\tfrac12\ln\frac{t_2}{t_1}+\alpha q^2(t_2-t_1),$$

$$\alpha=\frac{\ln R-\tfrac12\ln(t_2/t_1)}{q^2(t_2-t_1)} .$$

If the logarithm of $t_2/t_1$ is omitted, the apparent diffusivity is too large by

$$\Delta\alpha=\frac{\ln(t_2/t_1)}{2q^2(t_2-t_1)} .$$

The amplitude scale cancels, so neither the absorbed energy nor $C$ is needed. This requires a signal proportional to surface temperature. A diffraction signal may also contain surface displacement, to which the boxed law does not apply.

## 5. Relaxing the ideal source

**Finite depth.** The ideal surface temperature diverges as $t\to0$ because finite energy was put into zero thickness. Let the initial profile instead be $u(z,0)=(F_1/Cd)e^{-z/d}$. A slice at depth $z$ and its mirror image each contribute $e^{-z^2/(4\alpha t)}/\sqrt{4\pi\alpha t}$ at the surface. Hence

$$u(0,t)=\frac{F_1}{Cd\sqrt{\pi\alpha t}}
\int_0^\infty e^{-z/d-z^2/(4\alpha t)}dz .$$

Now use

$$\frac{z^2}{4\alpha t}+\frac zd
=\frac{(z+2\alpha t/d)^2}{4\alpha t}-\frac{\alpha t}{d^2}$$

and $y=(z+2\alpha t/d)/(2\sqrt{\alpha t})$. The lower limit becomes $\sqrt{\alpha t}/d$. With $\operatorname{erfc}(b)=(2/\sqrt\pi)\int_b^\infty e^{-y^2}dy$, the integral is $\sqrt{\pi\alpha t}\,e^{\alpha t/d^2}\operatorname{erfc}(\sqrt{\alpha t}/d)$, so

$$T_1(0,t)=\frac{F_1}{Cd}e^{-\alpha q^2t}
e^{\alpha t/d^2}\operatorname{erfc}\!\left(\frac{\sqrt{\alpha t}}d\right).$$

As $t\to0$ this tends to the finite value $F_1/(Cd)$. At late times, expand $e^{-z^2/(4\alpha t)}\simeq1-z^2/(4\alpha t)$ in the integral. The mean of $z^2$ over the exponential profile is $2d^2$, so the leading relative correction to the ideal law is $-d^2/(2\alpha t)$.

**Finite pulse.** Let the pulse be a Gaussian in time, centred at zero, with standard deviation $\sigma$ short enough that $\sigma\ll t$ and $\Gamma\sigma\ll1$. Averaging the ideal law $G(t)$ over arrival times removes the first-order term and leaves $G+\tfrac12\sigma^2G''$. From $G'=-(1/2t+\Gamma)G$,

$$\frac{G''}G=\left(\frac1{2t}+\Gamma\right)^2+\frac1{2t^2}
=\frac3{4t^2}+\frac\Gamma t+\Gamma^2 .$$

The leading relative correction is $\tfrac12\sigma^2$ times this expression, and it is positive.

**Finite spot.** Multiply the cosine pattern by $e^{-(x^2+y^2)/(2S^2)}$, where $y$ is now the second surface coordinate. Lateral diffusion averages the pattern with a Gaussian of variance $v=2\alpha t$ along each direction. Let $a=v/S^2$. At the centre, the $y$ average is $(1+a)^{-1/2}$. Along $x$ the combined Gaussian has variance $v/(1+a)$, and its cosine average gives

$$(1+a)^{-1/2}\exp\!\left[-\frac{\Gamma t}{1+a}\right].$$

Relative to an unlimited grating, the central amplitude is multiplied by

$$\frac1{1+a}\exp\!\left[\frac{\Gamma ta}{1+a}\right]
\simeq1+a(\Gamma t-1),$$

where the last form requires $a\ll1$ and $a\Gamma t\ll1$.

**Finite thickness.** For a film of thickness $L$ with an insulated back face, reflections in both faces place sources of strength $2F_1/C$ at $z=2nL$, for every integer $n$. Their sum at the front is

$$T_1(0,t)=\frac{F_1e^{-\alpha q^2t}}{C\sqrt{\pi\alpha t}}
\left[1+2\sum_{n=1}^{\infty}e^{-n^2L^2/(\alpha t)}\right].$$

For $\alpha t\ll L^2$ the half-space law returns. For $\alpha t\gg L^2$ the depth profile is uniform, and heat balance gives $F_1e^{-\alpha q^2t}/(CL)$. The square root has then disappeared: it belongs to a solid that still has cold depth to fill.

## 6. Numbers for tungsten

Take bcc tungsten near room temperature, with the rough typical values $k=1.7$ W/(cm K) and $C=2.5$ J/(cm³ K). Its cubic symmetry makes the conductivity isotropic. Then

$$\alpha=\frac{1.7}{2.5}=0.68\ \text{cm}^2/\text{s}
=6.8\times10^{-5}\ \text{m}^2/\text{s}.$$

In the units of the grating this is $0.068$ µm²/ns. For $\Lambda=10$ µm, $q=0.628$ µm⁻¹ and

$$\alpha q^2=0.068\times0.628^2=0.0268\ \text{ns}^{-1}.$$

The exponential time is 37 ns, and the two decay rates are equal at 19 ns. Let $F_0=F_1=2$ mJ/cm² be absorbed, so that $F_1/C=8$ K µm. At 10 ns,

$$T_1=\frac{8}{\sqrt{\pi\times0.068\times10}}\,e^{-0.2685}
=4.18\ \text{K}.$$

The ideal law gives:

| Delay (ns) | Surface amplitude (K) |
|---:|---:|
| 5 | 6.77 |
| 10 | 4.18 |
| 20 | 2.26 |
| 40 | 0.935 |
| 60 | 0.446 |
| 100 | 0.118 |

Next include a Gaussian pulse of 0.5 ns full width at half maximum and an optical depth of 20 nm, by numerically integrating the finite-depth response over the pulse. Relative to the ideal law, the amplitude rises by about 0.02% at 5 ns but falls by about 0.005% at 10 ns. The change of sign follows from section 5. The positive pulse correction falls faster than $1/t$ between these delays, while the negative depth correction falls as $1/t$. At 10 ns they are $+0.025\%$ and $-0.029\%$ and nearly cancel.

The temperatures computed with this finite source at 10 and 60 ns have $\ln R=2.238$. Half the logarithm of the delay ratio is $\tfrac12\ln6=0.896$, and $q^2(t_2-t_1)=19.74$ ns/µm². The diffusivity recovered with the square-root factor is

$$\alpha=\frac{2.238-0.896}{19.74}=0.068\ \text{µm}^2/\text{ns}
=0.68\ \text{cm}^2/\text{s}.$$

Without that factor the same two temperatures give 1.13 cm²/s, which is 67% above the input. The two delays lie at about 0.5 and 3.2 crossover times, where depth dilution cannot be ignored.

## 7. The model beside a real tungsten surface

A micrometre-scale grating and a sub-nanosecond pulse are a realistic regime for a polished metal. One neglected effect is the change of diffusivity with temperature. Numerical integration over the pulse gives a peak rise of about 70 K at the bright stripes, background included; at 10 ns it is 9.7 K. With a rough slope of $-0.1\%$ per kelvin, the local diffusivity is lower by about 7% at the peak and 1% at 10 ns. These are scales for the local property, not corrections to the fitted value. Solving the nonlinear equation with this slope raises the amplitude by 0.7% at 10 ns and 0.8% at 60 ns if the slope lies wholly in $k$, and by 0.2% and 0.5% if it lies wholly in $C$. The diffusivity fitted from these two delays then falls by 0.03% or 0.3%. Within the linear model, the temperature rise, and with it this shift, is proportional to the absorbed energy, so a weaker pulse reduces it at the cost of signal.

The other estimates follow. Most are smaller, but diffuse surface scattering lowers the fitted diffusivity by about 0.2%, which is comparable:

- **Air.** With rough values $k_g=2.6\times10^{-4}$ W/(cm K) and $1.2\times10^{-3}$ J/(cm³ K) for its heat capacity, numerical inversion of the Laplace formula lowers the amplitude by 0.02% at 10 ns.
- **Spot size.** An intensity radius of 100 µm at the $1/e^2$ level means $S=50$ µm. The central amplitude rises by 0.2% at 60 ns relative to an unlimited grating. The sign is positive because $\Gamma t>1$ at that delay.
- **Electron–phonon coupling.** Light heats the electrons first. Balancing their conduction $k\,\partial_z^2T_e$ against transfer to the lattice $g(T_e-T_l)$ gives the length $\sqrt{k/g}$. For a rough $g=2\times10^{11}$ W/(cm³ K) this is 29 nm. Inserted in $d^2/(2\alpha t)$, it gives a scale of order 0.06% at 10 ns, but not the sign or the time dependence. In the two-temperature equations the electron amplitude at 10 ns lies about 0.05% below the ideal law and the lattice amplitude about 0.04% above it, and the lattice excess is still 0.06% at 60 ns.
- **Electron mean free path.** A rough 20 nm gives $q$ times the path equal to 0.013. This is small, as Fourier's law requires for the lateral flow. The ratio is not itself the correction: in the bulk, reversing $q$ changes nothing, so the correction to the lateral conduction there is of order the square of the ratio, about 0.02%. A surface that scatters electrons diffusely matters more. It weakens the lateral flow within about one path of the surface, which raises the amplitude by roughly 0.2% at 10 ns and 0.5% at 60 ns.

The half-space law therefore suits this example from several nanoseconds onward, provided that the sample is homogeneous and thick compared with $\sqrt{\alpha t}$, which is 2.6 µm at 100 ns. A coating, a damaged layer or a back interface within that reach can change the depth flow, and the factor $t^{-1/2}$ with it.
